\section*{A nonzero spin current does not prove spin transport}

\section{A gas at rest with a nonzero spin current}

Consider a two-dimensional electron gas in an asymmetric quantum well. There is no bias, no temperature gradient and no magnetic field. The gas is in equilibrium, and its charge current is zero. The asymmetry couples spin to momentum, and the expectation value of the usual spin-current operator turns out to be nonzero. Is spin being carried from one side of the well to the other?

The belief at issue says yes. It is attractive because spin current is built like charge current: a carried quantity times a velocity. If the spin component is conserved, its current through a line really is the rate at which spin passes from one side to the other. Symmetry raises no alarm either. Time reversal changes the sign of both spin and velocity, so their product may survive in equilibrium, whereas a charge current may not. The weak point is conservation. With spin-orbit coupling, a torque can create spin at one place and destroy it at another.

I use atomic units in the algebra and treat clean, non-interacting electrons of mass $m$ with Rashba coupling $\alpha>0$:
\begin{equation}
H=\frac{k^2}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x).
\end{equation}
The spin is $s_i=\sigma_i/2$. The velocities $v_j=i[H,r_j]$ are
\begin{equation}
v_x=\frac{k_x}{m}-\alpha\sigma_y,\qquad
v_y=\frac{k_y}{m}+\alpha\sigma_x .
\end{equation}
The conventional current of spin component $i$ along $j$ is $J^i_j=\tfrac12\{s_i,v_j\}$.

\section{What continuity says}

Write $v_j=(-i\partial_j+A_j)/m$, with the constant matrices $A_x=-m\alpha\sigma_y$ and $A_y=m\alpha\sigma_x$. Squaring the velocities gives $H=\tfrac m2\sum_jv_j^2-m\alpha^2$. For a spinor $\psi$, the Schr\"odinger equation then gives
\begin{equation}
\partial_t(\psi^\dagger s_i\psi)=2\,\mathrm{Im}(\psi^\dagger s_iH\psi)
=\sum_j\mathrm{Im}(m\psi^\dagger s_iv_j\chi_j),\qquad \chi_j=v_j\psi .
\end{equation}
The constant in $H$ drops out because $\psi^\dagger s_i\psi$ is real. Move the derivative in $v_j$ to the left by the product rule, and use $i\partial_j\psi^\dagger=m\chi_j^\dagger-\psi^\dagger A_j$:
\begin{equation}
m\psi^\dagger s_iv_j\chi_j=-i\partial_j(\psi^\dagger s_i\chi_j)
+m\chi_j^\dagger s_i\chi_j+\psi^\dagger[s_i,A_j]\chi_j .
\end{equation}
The middle term is real and has no imaginary part. Hence
\begin{equation}
\partial_tS_i+\sum_j\partial_jJ^i_j=T_i,\qquad
T_i=\sum_j\mathrm{Im}(\psi^\dagger[s_i,A_j]v_j\psi),
\end{equation}
where $S_i=\psi^\dagger s_i\psi$ and the local current is $J^i_j=\mathrm{Re}(\psi^\dagger s_iv_j\psi)$. For $i=x$, $[s_x,A_x]=-im\alpha\sigma_z$ and $[s_x,A_y]=0$. The other components follow in the same way:
\begin{equation}
T_x=-2m\alpha J^z_x,\quad T_y=-2m\alpha J^z_y,\quad
T_z=2m\alpha(J^x_x+J^y_y).
\end{equation}
A current obeying an equation with a source need not describe spin taken from one reservoir and delivered to another.

\section{The equilibrium current}

The spin-orbit term is $\mathbf b\cdot\boldsymbol\sigma$ with $\mathbf b=\alpha(k_y,-k_x,0)$ and $|\mathbf b|=\alpha k$. The bands are therefore $E_\lambda=k^2/2m+\lambda\alpha k$, $\lambda=\pm1$, with $\langle\boldsymbol\sigma\rangle=\lambda\mathbf b/|\mathbf b|$. Since $\sigma_x^2=1$,
\begin{equation}
J^x_y=\tfrac12\left(\frac{\sigma_xk_y}{m}+\alpha\right)
\;\longrightarrow\;
\tfrac12\left(\frac{\lambda k}{2m}+\alpha\right).
\end{equation}
The arrow denotes the expectation value in a band state, averaged over directions with $\langle k_y^2\rangle=k^2/2$. The same steps for $J^y_x$ give the opposite sign.

Let $a=m\alpha$ and $\kappa^2=a^2+2m\mu$. At zero temperature, with chemical potential $\mu>0$ above the band crossing, each band is filled up to the positive root of $k^2+2\lambda ak=2m\mu$, which is $k_\lambda=\kappa-\lambda a$. With the measure $k\,dk/2\pi$,
\begin{equation}
J^x_y=\frac1{4\pi}\sum_\lambda\left[\frac{\lambda k_\lambda^3}{6m}
+\frac{\alpha k_\lambda^2}{2}\right].
\end{equation}
The sums are $\sum_\lambda\lambda k_\lambda^3=-6\kappa^2a-2a^3$ and $\sum_\lambda k_\lambda^2=2\kappa^2+2a^2$. Thus
\begin{equation}
J^x_y=\frac1{4\pi m}\left[-\kappa^2a-\frac{a^3}{3}+\kappa^2a+a^3\right]
=\frac{m^2\alpha^3}{6\pi}=-J^y_x .
\end{equation}
The large terms in $\kappa^2$ cancel, and with them all dependence on $\mu$.

The cubic law has a limited range. For $-m\alpha^2/2<\mu<0$ the lower band alone is occupied, between $a-\kappa$ and $a+\kappa$. The differences of $k^3$ and $k^2$ between these limits are $6a^2\kappa+2\kappa^3$ and $4a\kappa$, so
\begin{equation}
J^x_y=\frac1{4\pi m}\left[-a^2\kappa-\frac{\kappa^3}{3}+2a^2\kappa\right]
=\frac{\kappa(3a^2-\kappa^2)}{12\pi m}.
\end{equation}
At $\kappa=a$ this joins the cubic law. Near the band bottom, $\kappa\ll a$, the density is $n=4a\kappa/4\pi=a\kappa/\pi$ and $J^x_y\simeq\alpha n/4$. At a fixed density $n\ll a^2/\pi$, the non-interacting gas thus has a current linear in $\alpha$. At finite temperature, the zero-temperature result is averaged over energy with weight $-f'(E)$, where $f$ is the Fermi function.

\section{Where the three powers of $\alpha$ come from}

It would be wrong to say that a torque acts throughout the uniform gas. A spin obeys $\dot{\mathbf s}=2\mathbf b\times\mathbf s$, and in each band state $\langle\mathbf s\rangle$ is parallel to $\mathbf b$. The mean bulk torque is zero. To see what the torque does, give the two spin-orbit terms separate strengths:
\begin{equation}
H=\frac{k^2}{2m}+\alpha_1\sigma_xk_y-\alpha_2\sigma_yk_x .
\end{equation}
The first term commutes with $s_x$. The torque on $s_x$ comes from $\alpha_2$ alone.

Let $\theta$ be the direction of $\mathbf k$ and $\Lambda^2=\alpha_1^2\sin^2\theta+\alpha_2^2\cos^2\theta$. Now $|\mathbf b|=k\Lambda$, $\langle\sigma_x\rangle=\lambda\alpha_1\sin\theta/\Lambda$ and $v_y=k_y/m+\alpha_1\sigma_x$. For $\mu>0$ the Fermi radii are $k_\lambda=\sqrt{m^2\Lambda^2+2m\mu}-\lambda m\Lambda$. The same sums as before, taken at fixed $\theta$, are
\begin{align}
\sum_\lambda\frac{\lambda k_\lambda^3}{3}&=-2m\Lambda\left(2m\mu+\tfrac43m^2\Lambda^2\right),\\
\sum_\lambda\frac{k_\lambda^2}{2}&=2m\mu+2m^2\Lambda^2 .
\end{align}
Inserting them gives
\begin{align}
J^x_y&=\frac1{8\pi^2}\int_0^{2\pi}\!d\theta\left[
\frac{\alpha_1\sin^2\theta}{m\Lambda}\sum_\lambda\frac{\lambda k_\lambda^3}{3}
+\alpha_1\sum_\lambda\frac{k_\lambda^2}{2}\right]\nonumber\\
&=\frac{\alpha_1}{8\pi^2}\int_0^{2\pi}\!d\theta\left[2m\mu(1-2\sin^2\theta)
+2m^2\Lambda^2\left(1-\tfrac43\sin^2\theta\right)\right].
\end{align}
The $\mu$ term integrates to zero. The angular averages are $\langle\Lambda^2\rangle=(\alpha_1^2+\alpha_2^2)/2$ and $\langle\Lambda^2\sin^2\theta\rangle=(3\alpha_1^2+\alpha_2^2)/8$, so the second bracket averages to $2m^2\alpha_2^2/3$. Therefore
\begin{equation}
J^x_y=\frac{m^2\alpha_1\alpha_2^2}{6\pi}.
\end{equation}
Two of the three powers belong to the coupling that makes the torque. With $\alpha_2=0$ spin-orbit coupling is still present, but the current vanishes: the two $s_x$ populations occupy displaced parabolas, and neither has a mean velocity.

\section{The source is at the edge}

Return to equal couplings and put hard walls at $y=0$ and $y=L$, with the strip uniform along $x$. Equilibrium is stationary, so continuity becomes $\partial_yJ^x_y=T_x$. At a wall $\psi=0$, and the current vanishes. Hence
\begin{equation}
J^x_y(y)=\int_0^yT_x(y')\,dy' .
\end{equation}
The current deep inside is the torque integrated over the edge region. The opposite edge supplies the opposite torque. Without torque on $s_x$, the current would be zero everywhere in the strip.

From $T_x=-2m\alpha J^z_x$, the torque density is $-\alpha\,\mathrm{Re}(\psi^\dagger\sigma_zk_x\psi)$, summed over occupied states. The part of $v_x$ containing $\sigma_y$ drops out because $\sigma_z\sigma_y=-i\sigma_x$ has no real expectation value. Time reversal pairs states of equal energy with opposite $k_x$ and opposite spin, so the two members of a pair contribute equally to this torque. Since the edge torque is nonzero, occupied states near a wall must carry out-of-plane spin, opposite for opposite $k_x$.

Multiplying continuity by $y$ and integrating by parts gives
\begin{equation}
\int_0^LyT_x\,dy=\left[yJ^x_y\right]_0^L-\int_0^LJ^x_y\,dy
=-\int_0^LJ^x_y\,dy .
\end{equation}
The sum of the two integrals is the mean rate of change of the spin dipole $ys_x$, and it is zero. The conventional current counts spin moving with the electrons; the torque dipole counts spin created at one edge and removed at the other. Together they displace no spin.

The same argument says what a simple nonmagnetic detector would register. Attach a closed, nonmagnetic lead with no spin-orbit coupling, also uniform along $x$. There $\partial_yJ^x_y=0$ in equilibrium, and the current vanishes at the closed end, so it vanishes throughout the lead. The current inside the Rashba gas delivers nothing to it. A magnetic lead is outside this argument, because its exchange field can itself exert a torque on the spin.

\section{Numbers for a quantum well}

Take $m=0.04$ electron masses, $\alpha=0.03$ eV\,nm and $n=0.005$ nm$^{-2}$. Restoring $\hbar$, with $\hbar^2/m=1.905$ eV\,nm$^2$, gives $a=0.03/1.905=0.01575$ nm$^{-1}$. Counting spin in units of $\hbar$,
\begin{equation}
J^x_y=\frac{\hbar^2}{m}\frac{a^3}{6\pi}
=\frac{1.905\,(0.01575)^3}{18.85}
=3.95\times10^{-7}\ \mathrm{eV/nm},
\end{equation}
or $3.95\times10^{-8}$ eV/\AA. The chemical potential is $0.02945$ eV, well above the crossing. The part $\alpha n/2$ is $7.500\times10^{-5}$ eV/nm and the kinetic part is $-7.461\times10^{-5}$ eV/nm; about half a percent of either survives. Direct diagonalization over momentum gives the same current. Halving $\alpha$ at fixed $\mu$ divides it by $8.000$, and doubling $\mu$ leaves it unchanged. Removing the $\alpha_2$ term reduces it to rounding error, about $10^{-14}$ of its original size.

For a strip 300 nm wide at 77 K and the same $\mu$, the substitution $\psi=e^{-iay\sigma_x}\varphi$ turns $(k_y+a\sigma_x)\psi$ into $e^{-iay\sigma_x}k_y\varphi$. In atomic units this leaves
\begin{equation}
H'=\frac{k_x^2+k_y^2-a^2}{2m}
-\alpha k_x\left(\sigma_y\cos2ay-\sigma_z\sin2ay\right),
\end{equation}
which is diagonalized in standing waves at each $k_x$. The current and the torque are then evaluated separately from the eigenstates. In units of $10^{-7}$ eV/nm, the current is 1.9 at 5 nm from the wall, 5.2 at 10 nm, 3.97 at 25 nm, 3.901 at 50 nm and 3.902 at the centre. The two values nearest the wall shift by about 0.02 with the numerical discretization. The bulk value at this temperature is also 3.902. The current overshoots and then falls, so the net torque between 10 and 25 nm has the reverse sign.

The torque integrated over the left half is $3.902\times10^{-7}$ eV/nm, and over the right half it is the negative of this. Across the strip the current integrates to $1.1435\times10^{-4}$ eV and the torque dipole is $-1.1435\times10^{-4}$ eV. A nonzero current and zero net spin displacement occur in the same state.

\section{How far the number applies to a real well}

These parameters lie roughly in the regime of InAs-type quantum wells, with $\alpha$ towards the strong end. The parabolic band is one assumption open to doubt, and its effect can be calculated. Suppose instead that $\varepsilon(1+\varepsilon/E_g)=k^2/2m\equiv g(\varepsilon)$, with gap $E_g$ and constant $\alpha$. Averaging over angle as before and expanding $f(\varepsilon+\lambda\alpha k)$ in $\alpha$, the first-order current is proportional to $\int d(k^2f)=0$. The third-order part is
\begin{align}
J^x_y&=\frac{\alpha^3}{4\pi}\int k\,dk\left[\frac{k^3}{6}\frac{d\varepsilon}{dk}f'''+k^2f''\right]\nonumber\\
&=\frac{m^2\alpha^3}{2\pi}\int_0^\infty d\varepsilon\left[\frac{g^2f'''}{3}+gg'f''\right]
=\frac{m^2\alpha^3}{6\pi}\left(g'^2+gg''\right)_\mu .
\end{align}
The second line uses $k\,dk=mg'd\varepsilon$ and $k\,d\varepsilon/dk=2g/g'$, then integration by parts with $f'=-\delta(\varepsilon-\mu)$. Since $g'^2=1+4g/E_g$ and $gg''=2g/E_g$, the current is multiplied by $1+6E_F/E_g$, where $E_F=k_F^2/2m$ is the parabolic Fermi energy at the same density. For $E_F=0.0299$ eV and a rough gap of $0.4$ eV this is $1.45$, and the full calculation at $\alpha=0.03$ eV\,nm also gives $1.45$. If $\alpha$ falls with energy as $(1+\varepsilon/E_g)^{-2}$, with its value at $k_F$ held fixed, the factor is $0.97$. Both factors leave out the confinement energy. If $m$ is the mass at the subband bottom of a 10 nm hard-wall well, the effective gap is about $0.63$ eV and the first factor falls to about $1.28$. The band model can therefore shift the answer by tens of percent.

At 300 K and fixed density, the parabolic model gives $0.68$ of the zero-temperature current. Linear Dresselhaus coupling of $0.0027$ eV\,nm, estimated for a 10 nm well, lowers the current by $0.8\%$ when $x$ and $y$ lie along the cubic axes. With both axes turned by $45^\circ$, the change is about $-10\%$ or $+8\%$, depending on which diagonal is $x$. These figures are for the linear term alone. Its cubic partner has a scale of only $0.00085$ eV\,nm, yet including it about halves the changes for the turned axes, to $-5\%$ or $+4\%$; along the cubic axes the reduction becomes $0.7\%$. The effects of disorder and interactions were not calculated. For a high mobility of $10^5$ cm$^2$/(V\,s), the transport time $\tau$ gives $\hbar/\tau=0.0003$ eV against a spin splitting of $0.011$ eV. The level broadening can be several times larger than this, because small-angle scattering broadens the levels but hardly lowers the mobility. The interaction parameter is $r_s\approx0.4$. Because the current is a small remainder of two large terms, these modest ratios do not by themselves bound the corrections. The hard-wall subband spacing is $0.28$ eV for a parabolic band and about $0.21$ eV for the nonparabolic band with $m$ taken at the subband bottom, in both cases well above $E_F$. The numerical output lists the remaining values.

These corrections change the size of the current, not its reading. In any stationary strip with closed edges, a conventional current of nonconserved spin must be read together with the torque that starts and ends it. Evidence of transport requires spin delivered somewhere, and the equilibrium Rashba gas delivers none to a closed, nonmagnetic lead without spin-orbit coupling. A lead joining two such gases is a different case: continuity makes the current in it constant, but not necessarily zero.

\section*{Computed values}
\begin{verbatim}
effective mass                     0.04 electron masses
Rashba coupling alpha              0.030 eV nm
electron density                   0.0050 nm^-2
hbar^2/m                           1.9050 eV nm^2
a = m alpha/hbar^2                 0.01575 nm^-1
Fermi wavenumber without Rashba    0.1772 nm^-1
Fermi energy without Rashba        0.02992 eV
chemical potential at T=0          0.02945 eV
band bottom below crossing         2.362e-04 eV
spin splitting 2 alpha kF          0.01063 eV
alpha n/2 part of J                7.50000e-05 eV/nm
kinetic part of J                  -7.46053e-05 eV/nm
J from cubic law                   3.94709e-07 eV/nm
J from cubic law, converted        3.94709e-08 eV/angstrom
J from diagonalization             3.94709e-07 eV/nm
J at half alpha                    4.93386e-08 eV/nm
ratio of J, full to half alpha     8.00000
J at twice the chemical potential  3.94709e-07 eV/nm
J/J0 without torque on x spin      -3.1e-14
strip width                        300 nm
strip temperature                  77 K
bulk J at strip temperature        3.90228e-07 eV/nm
strip J at y =     5 nm            1.92306e-07 eV/nm
strip J at y =    10 nm            5.22225e-07 eV/nm
strip J at y =    25 nm            3.97281e-07 eV/nm
strip J at y =    50 nm            3.90063e-07 eV/nm
strip J at y =   100 nm            3.90229e-07 eV/nm
strip J at y =   150 nm            3.90228e-07 eV/nm
torque integrated over left half   3.90228e-07 eV/nm
torque integrated over right half  -3.90228e-07 eV/nm
J integrated across strip          1.14349e-04 eV
torque dipole of strip             -1.14353e-04 eV
band gap, rough input              0.40 eV
nonparabolic J/J0, constant alpha  1.446
nonparabolic J/J0, falling alpha   0.972
weak-alpha nonparabolic J/J0       1.4488
1 + 6 EF/gap                       1.4489
well width, input                  10 nm
Dresselhaus constant, rough input  0.027 eV nm^3
linear Dresselhaus beta            0.00266 eV nm
J/J0 with linear Dresselhaus       0.9921
cubic Dresselhaus scale gamma kF^2 0.00085 eV nm
chemical potential at 300 K        0.01970 eV
J/J0 at 300 K, fixed density       0.6834
mobility, rough input              100000 cm^2/(V s)
disorder broadening hbar/tau       2.894e-04 eV
hard-wall subband spacing          0.282 eV
relative permittivity, rough input 15
interaction parameter r_s          0.402
\end{verbatim}
